\section*{Larin's axial current at one loop and its finite renormalization}

\section*{Question}

I am computing the one-loop vertex of a nonsinglet axial current in massless QED. In dimensional regularization I use Larin's definition, which replaces $\gamma^\mu\gamma_5$ by
\begin{equation}
A^\mu=\frac{i}{3!}\,\varepsilon^{\mu\nu\rho\sigma}\gamma_\nu\gamma_\rho\gamma_\sigma .
\label{larin}
\end{equation}
The pole of the vertex cancels against the fermion field renormalization, as it does for the vector current. I therefore expected the minimally subtracted vertex to obey the chiral Ward identity, but it does not. I am told that multiplying the current by $Z_5=1-\alpha/\pi$ repairs this.

Where does the violation come from if every pole has been removed? And why should one constant be enough, when the off-shell vertex is a complicated function of $p^2$, $p'^2$ and $q^2$?

\section*{Answer}

The violation is an $O(\varepsilon)$ difference in Dirac algebra multiplied by an ultraviolet pole. Since the coefficient of that pole does not depend on momentum, the error in the vertex is a constant multiple of $\gamma^\mu\gamma_5$, which one constant factor can remove. The calculation below shows this for general off-shell momenta.

\subsection*{Setting and identity}

Take several massless flavours of equal charge and the current $\bar\psi\,t A^\mu\psi$, with $t$ a traceless flavour matrix. Diagrams in which the current sits on a closed fermion loop are proportional to $\mathrm{tr}\,t=0$. In the remaining one-loop diagram $t$ is a common factor, which I drop.

The metric is $(+,-,-,-)$, $D=4-2\varepsilon$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\varepsilon^{0123}=-1$. These signs make $A^\mu=\gamma^\mu\gamma_5$ in four dimensions. For example, the six equal terms in $A^0$ give
\[
A^0=-i\gamma_1\gamma_2\gamma_3=i\gamma^1\gamma^2\gamma^3=\gamma^0\gamma_5 .
\]
In the loop, the antisymmetrized product of three matrices is treated in $D$ dimensions. The $\varepsilon$-tensor stays outside and is contracted after the pole has been subtracted.

The fermion enters with $p$ and leaves with $p'=p+q$. The identity to be satisfied is
\begin{equation}
q_\mu\Gamma_5^\mu(p',p)=S^{-1}(p')\gamma_5+\gamma_5S^{-1}(p).
\label{wi}
\end{equation}
At tree level it reads $\not{q}\gamma_5=\not{p}'\gamma_5+\gamma_5\not{p}$, which holds because $\gamma_5\not{p}=-\not{p}\gamma_5$.

\subsection*{The vertex integral}

In Feynman gauge the factors are $-ie\gamma^\alpha$ for a photon vertex, $i\not{k}/k^2$ for a fermion and $-ig_{\alpha\beta}/k^2$ for the photon. Their constants multiply to $(-ie)^2\,i^2(-i)=-ie^2$. For any Dirac structure $\Gamma$ at the current,
\begin{equation}
\Lambda[\Gamma]=-ie^2\!\int\!\frac{d^Dk}{(2\pi)^D}
\frac{\gamma^\alpha(\not{k}+\not{p}')\Gamma(\not{k}+\not{p})\gamma_\alpha}{k^2(k+p)^2(k+p')^2}.
\label{vertex}
\end{equation}
Use $1/(ABC)=2\int dx\,dy\,[xA+yB+(1-x-y)C]^{-3}$ over the triangle $x,y\ge0$, $x+y\le1$, with $x$ attached to $(k+p')^2$ and $y$ to $(k+p)^2$. Setting $k=l-xp'-yp$ turns the bracket into $l^2-\Delta$, where
\begin{align}
\Delta&=(xp'+yp)^2-xp'^2-yp^2\nonumber\\
&=-\left[x(1-x-y)p'^2+y(1-x-y)p^2+xy\,q^2\right].
\end{align}
The second line uses $2p\cdot p'=p^2+p'^2-q^2$. I take $p^2,p'^2,q^2<0$, so that $\Delta>0$ inside the triangle. The fermion momenta become $l+a'$ and $l+a$, with
\[
a'=(1-x)p'-yp,\qquad a=(1-y)p-xp'.
\]
Terms linear in $l$ integrate to zero, and $l^\beta l^\lambda$ may be replaced by $g^{\beta\lambda}l^2/D$.

For the scalar integrals, rotate $l^0=il_E^0$, so that $d^Dl=i\,d^Dl_E$ and $l^2=-l_E^2$. The solid angle $2\pi^{D/2}/\Gamma(D/2)$ and the substitution $u=l_E^2/\Delta$ leave a Beta function:
\begin{equation}
\int\!\frac{d^Dl_E}{(2\pi)^D}\frac{(l_E^2)^r}{(l_E^2+\Delta)^n}
=\frac{\Delta^{D/2+r-n}}{(4\pi)^{D/2}}
\frac{\Gamma(\frac D2+r)\Gamma(n-r-\frac D2)}{\Gamma(\frac D2)\Gamma(n)} .
\label{radial}
\end{equation}
Restoring the signs,
\begin{align}
\int\!\frac{d^Dl}{(2\pi)^D}\frac{l^2}{(l^2-\Delta)^3}&=\frac{i}{(4\pi)^{D/2}}\frac D4\,\Gamma(\varepsilon)\Delta^{-\varepsilon},\\
\int\!\frac{d^Dl}{(2\pi)^D}\frac{1}{(l^2-\Delta)^3}&=\frac{-i}{(4\pi)^{D/2}}\frac{\Gamma(1+\varepsilon)}{2}\,\Delta^{-1-\varepsilon}.
\end{align}
In the $\overline{\mathrm{MS}}$ scheme $e^2$ is accompanied by $(\mu^2e^{\gamma_E}/4\pi)^\varepsilon$. The divergent factor is then
\[
e^{\varepsilon\gamma_E}\Gamma(\varepsilon)(\mu^2/\Delta)^\varepsilon=\frac1\varepsilon-\ln\frac{\Delta}{\mu^2}+O(\varepsilon).
\]
With $e^2/16\pi^2=\alpha/4\pi$, and with terms that vanish as $\varepsilon\to0$ dropped,
\begin{align}
\Lambda[\Gamma]&=\frac{\alpha}{4\pi}\left\{\int\!dx\,dy\,\frac12\left(\frac1\varepsilon-\ln\frac{\Delta}{\mu^2}\right)\gamma^\alpha\gamma^\beta\Gamma\gamma_\beta\gamma_\alpha-F[\Gamma]\right\},\label{lambda}\\
F[\Gamma]&=\int\!dx\,dy\,\frac{\gamma^\alpha\not{a}'\,\Gamma\not{a}\,\gamma_\alpha}{\Delta}.
\end{align}
$F$ is finite: $\Delta$ vanishes only at the corners of the triangle, linearly in the distance, and a two-dimensional integral tolerates that.

\subsection*{Where the two currents differ}

Let $\Gamma_n$ be an antisymmetrized product of $n$ gamma matrices. In an integer dimension, consider $\gamma^\beta\Gamma_n\gamma_\beta$ for a product of $n$ distinct matrices. Each of the $n$ values of $\beta$ present in the product gives the sign $(-1)^{n-1}$, and each of the other $D-n$ values gives $(-1)^n$. Hence
\begin{equation}
\gamma^\beta\Gamma_n\gamma_\beta=(-1)^n(D-2n)\Gamma_n .
\label{contract}
\end{equation}
Derived from the anticommutator alone, the coefficient depends on $D$ only through $g^\beta{}_\beta=D$, and linearly. Its integer values therefore fix it for non-integer $D$ as well.

The double contraction in \eqref{lambda} gives $c_n=(D-2n)^2$:
\begin{equation}
c_1=4(1-\varepsilon)^2,\qquad c_3=4(1+\varepsilon)^2,\qquad c_3-c_1=16\varepsilon .
\end{equation}
The vector current has $n=1$ and Larin's current has $n=3$. They agree at $D=4$ and move apart in opposite directions. Expanding to first order in $\varepsilon$,
\[
\frac{c_{1,3}}2\left(\frac1\varepsilon-\ln\frac{\Delta}{\mu^2}\right)=\frac2\varepsilon-2\ln\frac{\Delta}{\mu^2}\mp4 ,
\]
with the upper sign for $n=1$. The triangle has area $1/2$. Writing $\mathcal L=\int dx\,dy\,\ln(\Delta/\mu^2)$,
\begin{align}
\Lambda_V^\mu&=\frac{\alpha}{4\pi}\left\{\left(\frac1\varepsilon-2\mathcal L-2\right)\gamma^\mu-F[\gamma^\mu]\right\},\label{lv}\\
\Lambda_A^\mu&=\frac{\alpha}{4\pi}\left\{\left(\frac1\varepsilon-2\mathcal L+2\right)A^\mu-F[A^\mu]\right\}.\label{la}
\end{align}
The poles are equal, so one field renormalization removes both. Four-dimensional algebra may then be used in the finite term $F$. Moving $\gamma_5$ to the right past $\not{a}$ and $\gamma_\alpha$ costs two signs, so $F[\gamma^\mu\gamma_5]=F[\gamma^\mu]\gamma_5$. All the momentum dependence is now common to the two vertices. Only the constants differ, by $2-(-2)=4$:
\begin{equation}
\Gamma_A^\mu=\Gamma_V^\mu\gamma_5+\frac{\alpha}{\pi}\gamma^\mu\gamma_5+O(\alpha^2).
\label{relation}
\end{equation}

\subsection*{The propagator and the vector identity}

Define $S^{-1}=\not{p}-\Sigma$ before renormalization. The same Feynman rules give
\begin{equation}
-i\Sigma(p)=-e^2\!\int\!\frac{d^Dk}{(2\pi)^D}\frac{\gamma^\alpha(\not{k}+\not{p})\gamma_\alpha}{k^2(k+p)^2}.
\label{sigma}
\end{equation}
By \eqref{contract}, $\gamma^\alpha\not{k}\gamma_\alpha=-(D-2)\not{k}$. One Feynman parameter $z$, the shift $k=l-zp$ and \eqref{radial} with $n=2$, $r=0$ lead to
\[
\Sigma=-\frac{\alpha}{4\pi}\not{p}\,(2-2\varepsilon)\int_0^1\!dz\,(1-z)\left[\frac1\varepsilon-L-\ln z(1-z)\right],\qquad L=\ln\frac{-p^2}{\mu^2}.
\]
Since $\int_0^1(1-z)\ln z\,dz=-\frac34$ and $\int_0^1(1-z)\ln(1-z)\,dz=-\frac14$, the integral equals $\frac1{2\varepsilon}-\frac L2+1$. Therefore
\[
\Sigma=-\frac{\alpha}{4\pi}\not{p}\left(\frac1\varepsilon+1-L\right).
\]
The factor $Z_2=1-\alpha/(4\pi\varepsilon)$ removes this pole and those of \eqref{lv} and \eqref{la}. The renormalized inverse propagator is
\begin{equation}
S^{-1}(p)=\not{p}\left[1+\frac{\alpha}{4\pi}f(p)\right],\qquad f(p)=1-\ln\frac{-p^2}{\mu^2}.
\label{prop}
\end{equation}

For the vector identity, contract \eqref{vertex} with $q_\mu$ and write $\not{q}=(\not{k}+\not{p}')-(\not{k}+\not{p})$:
\[
(\not{k}+\not{p}')\not{q}(\not{k}+\not{p})=(k+p')^2(\not{k}+\not{p})-(k+p)^2(\not{k}+\not{p}').
\]
Each term cancels one denominator and leaves the integral in \eqref{sigma}, which equals $i\Sigma/e^2$. Multiplication by $-ie^2$ gives $q_\mu\Lambda_V^\mu=\Sigma(p)-\Sigma(p')$. Adding the tree term and multiplying by $Z_2$,
\begin{equation}
q_\mu\Gamma_V^\mu=S^{-1}(p')-S^{-1}(p).
\label{vwi}
\end{equation}

\subsection*{The finite factor}

Multiply \eqref{vwi} by $\gamma_5$ on the right. By \eqref{prop}, $S^{-1}(p)$ is proportional to $\not{p}$, so $-S^{-1}(p)\gamma_5=\gamma_5S^{-1}(p)$. Equation \eqref{relation} then gives
\begin{equation}
q_\mu\Gamma_A^\mu=S^{-1}(p')\gamma_5+\gamma_5S^{-1}(p)+\frac{\alpha}{\pi}\not{q}\gamma_5+O(\alpha^2).
\label{broken}
\end{equation}
A factor $1+z\alpha$ on the current adds $z\alpha\not{q}\gamma_5$ at this order. The unwanted term disappears for $z=-1/\pi$ and for no other value:
\begin{equation}
Z_5=1-\frac{\alpha}{\pi}+O(\alpha^2),\qquad
Z_5\Gamma_A^\mu=\Gamma_V^\mu\gamma_5+O(\alpha^2).
\end{equation}

The second relation shows what goes wrong without $Z_5$. Let $P_\pm=(1\pm\gamma_5)/2$. The combination meant to be a right-handed current is
\[
\tfrac12(\Gamma_V^\mu+\Gamma_A^\mu)=\Gamma_V^\mu P_++\frac{\alpha}{2\pi}\gamma^\mu\gamma_5 .
\]
Acting on a left-handed fermion, it leaves $-(\alpha/2\pi)\gamma^\mu P_-$ instead of zero. The intended right-handed current thus also couples to left-handed fermions. With $Z_5\Gamma_A^\mu$ in place of $\Gamma_A^\mu$ the combination is $\Gamma_V^\mu P_+$ at this order, and that coupling is gone.

\subsection*{Zero momentum transfer}

At $q=0$ the vertex can be written in closed form. With $s=x+y$, one has $a=a'=(1-s)p$, $\Delta=-s(1-s)p^2$ and $dx\,dy\to s\,ds$. Then $\mathcal L=L/2-1$. Using $\gamma^\alpha\not{p}\gamma^\mu\not{p}\gamma_\alpha=-2\not{p}\gamma^\mu\not{p}$ and $\int_0^1(1-s)\,ds=\frac12$,
\[
-F[\gamma^\mu]=-\frac{\not{p}\gamma^\mu\not{p}}{p^2}=\gamma^\mu-\frac{2p^\mu\not{p}}{p^2}.
\]
Since $-2\mathcal L-2=-L$, the subtracted vector vertex is
\[
\Gamma_V^\mu(p,p)=\gamma^\mu+\frac{\alpha}{4\pi}\left[(1-L)\gamma^\mu-\frac{2p^\mu\not{p}}{p^2}\right]=\frac{\partial S^{-1}(p)}{\partial p_\mu},
\]
as the limit of \eqref{vwi} requires. In Larin's vertex $1-L$ is replaced by $5-L$, and $Z_5$ brings it back.

\subsection*{A numerical case}

Choose $\alpha=0.1$ and, in units of $\mu$, $p=(0.2,0.5,0,1)$ and $p'=(0.5,-0.3,0.8,0.4)$. Then $p^2=-1.21$, $p'^2=-0.64$ and $q^2=-1.55$, and \eqref{prop} gives
\[
f(p)=1-\ln1.21=0.80938,\qquad f(p')=1-\ln0.64=1.44629 .
\]
Identity \eqref{wi} therefore requires the one-loop part of $q_\mu\Gamma_5^\mu$, in units of $\alpha/4\pi$, to be $1.44629\,\not{p}'\gamma_5-0.80938\,\not{p}\gamma_5$. Quadrature of the full vertex over the triangle gives $5.44629$ and $-4.80938$ for Larin's current. The excess is $4(\not{p}'-\not{p})\gamma_5=4\not{q}\gamma_5$. A second pair of spacelike momenta also gives $4$, to the eight decimals shown in the numerical output.

Here $\alpha/4\pi=0.0079577$ and $Z_5=0.96817$. The coefficient of $\not{p}'\gamma_5$, tree term included, is
\begin{align*}
\text{before: }&1+0.0079577\times5.44629=1.04334,\\
\text{after: }&1.04334-0.03183=1.01151 .
\end{align*}
The latter is the coefficient in $S^{-1}(p')$. The product $0.96817\times1.04334=1.01013$ is lower by $0.00138$. This is the $\alpha^2$ cross term, which a one-loop calculation does not control, so the product must be truncated at first order.

The approach to $D=4$ is also visible. At finite $\varepsilon$ the ultraviolet mismatch is
\[
8e^{\varepsilon\gamma_E}\Gamma(1+\varepsilon)\int\!dx\,dy\left(\frac{\Delta}{\mu^2}\right)^{-\varepsilon}=4-8\varepsilon\mathcal L+O(\varepsilon^2).
\]
With $\mathcal L=-0.66547$ this predicts $4.0053$ at $\varepsilon=0.001$, in agreement with the computed value $4.00533$.

\subsection*{Gauge dependence and limits of the result}

In another covariant gauge the photon propagator has an additional part proportional to $k^\alpha k^\beta/k^4$. Next to the current it produces
\[
\not{k}\,\frac{1}{\not{k}+\not{p}'}\,\Gamma\,\frac{1}{\not{k}+\not{p}}\,\not{k}\,\frac1{k^4}.
\]
At large $k$ this tends to $\Gamma/k^4$, with no contracted matrices around $\Gamma$. Subtract $\Gamma/(k^2-M^2)^2$ with an arbitrary mass $M$. The remainder converges at large and small $k$, so $\gamma_5$ can be moved through it in four dimensions. The subtracted term has the same coefficient for both currents. The extra part thus creates no new mismatch, and $Z_5$ at this order is the same in all these gauges.

The value $1-\alpha/\pi$ belongs to Larin's current with minimal subtraction. An additional finite renormalization of the axial current alone would change it. A finite change in the fermion field renormalization would not, because it multiplies both sides of \eqref{wi} by the same factor. For a singlet current, closed-loop diagrams no longer cancel. Two photons can then join the loop carrying the current to the external fermion line, which contributes at order $\alpha^2$ and brings in the axial anomaly. The present factor does not address that.

With a common fermion mass, identity \eqref{wi} also contains the pseudoscalar density. If its $\gamma_5$ is defined by an antisymmetrized product of four matrices, the comparison is between $c_4=(D-8)^2$ and $c_0=D^2$. Their difference is $32\varepsilon$, twice that found for the axial current, so the density needs its own factor $1-2\alpha/\pi$.

\section*{Calculated quantities}
\begin{verbatim}
Double contraction, dimensionless: D, vector c1, Larin c3
  D=4: c1=4, c3=4
  D=5: c1=9, c3=1
  D=6: c1=16, c3=0
  D=7: c1=25, c3=1
  D=8: c1=36, c3=4
slope dc1/dD at D=4: 4.0000
slope dc3/dD at D=4: -4.0000
finite constant, vector [alpha/4pi]: -2.0000
finite constant, Larin  [alpha/4pi]: 2.0000
UV mismatch at eps=0.1 [alpha/4pi]: 4.609699
UV mismatch at eps=0.01 [alpha/4pi]: 4.053962
UV mismatch at eps=0.001 [alpha/4pi]: 4.005331
p  [mu]: [0.2 0.5 0.  1. ]
p' [mu]: [ 0.5 -0.3  0.8  0.4]
q  [mu]: [ 0.3 -0.8  0.8 -0.6]
p^2  [mu^2]: -1.2100
p'^2 [mu^2]: -0.6400
q^2  [mu^2]: -1.5500
triangle integral of ln(Delta/mu^2): -0.665469
self-energy factor f(p)  [alpha/4pi]: 0.809380
self-energy factor f(p') [alpha/4pi]: 1.446287
One-loop q.Gamma_A, coefficients [alpha/4pi]:
  before Z5, of p'slash gamma5: 5.446287
  before Z5, of pslash gamma5:  -4.809380
  after Z5, of p'slash gamma5:  1.446287
  after Z5, of pslash gamma5:   -0.809380
defect / (qslash gamma5), point 1 [alpha/4pi]: 4.00000000
defect / (qslash gamma5), point 2 [alpha/4pi]: 4.00000000
largest defect entry before Z5 [mu alpha/4pi]: 4.5255
all matrix errors below 1e-8 [alpha/4pi, momenta in mu]: True
alpha (chosen): 0.1
alpha/(4 pi): 0.00795775
alpha/pi: 0.03183099
Z5 from the Ward identity: 0.96816901
S^-1 coefficient at p' through O(alpha): 1.01150919
S^-1 coefficient at p through O(alpha): 1.00644084
p'slash gamma5 coefficient before Z5: 1.04334018
p'slash gamma5 coefficient after Z5: 1.01150919
pslash gamma5 coefficient before Z5: -1.03827183
pslash gamma5 coefficient after Z5: -1.00644084
\end{verbatim}
